# Phase coexistence in the mean-field Fowler isotherm above zw = 4kT: a program that tests the result

```python
"""Mean-field Fowler isotherm: p/p0 = theta/(1-theta) * exp(-x*theta), x = z*w/(k*T).
Result under test: dilute and dense phases can coexist if and only if x > 4.
theta: coverage; z: neighbours per site; w: attraction energy per occupied pair;
epsilon: binding energy from the well bottom; p0: pressure scale of the isotherm.
Coexistence: p = p0*exp(-x/2), theta = (1 -/+ m)/2, m = tanh(x*m/4).
Example: rough effective parameters for Cu atoms on a close-packed Ru surface.
"""
import numpy as np
from math import comb
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Inputs: energies in eV, lengths in m, frequency in Hz, temperature in K
z = 6
w = 0.12
epsilon = 3.4
frequency = 5.0e12
spacing = 0.27e-9
temperature = 1000.0
hot_temperature = 1500.0
mean_coverage = 0.30
degeneracy = 2                      # electron spin doublet of a free Cu atom
mass = 63.546 * const.atomic_mass
bulk_binding = 3.5                  # rough cohesive energy of Cu
copper_spacing = 0.256e-9           # rough neighbour distance in Cu
layer_thickness = 0.21e-9           # rough thickness of one Cu layer
biaxial_modulus = 2.6e11            # rough, Pa

k_ev = const.k / const.e
kT = k_ev * temperature
kT_joule = const.k * temperature
x = z * w / kT
site_area = np.sqrt(3) / 2 * spacing**2


def mixing_free_energy(theta, strength, linear=0.0):
    """Free energy per site in units of kT."""
    return (-linear * theta - strength * theta**2 / 2
            + theta * np.log(theta) + (1 - theta) * np.log(1 - theta))


def log_isotherm(theta, strength):
    """ln(p/p0) of a uniform layer."""
    return np.log(theta / (1 - theta)) - strength * theta


def coexisting_coverages(strength):
    m = brentq(lambda y: y - np.tanh(strength * y / 4), 1e-6, 1.0)
    return (1 - m) / 2, (1 + m) / 2


def hull_gap(strength, linear=0.0, points=20001):
    """Widest straight piece of the lower convex hull: ends, slope, grid step."""
    grid = np.linspace(1e-6, 1 - 1e-6, points)
    values = mixing_free_energy(grid, strength, linear)
    hull = []
    for t, f in zip(grid.tolist(), values.tolist()):
        while len(hull) > 1:
            (t1, f1), (t2, f2) = hull[-2], hull[-1]
            if (t2 - t1) * (f - f1) - (f2 - f1) * (t - t1) > 0:
                break
            hull.pop()
        hull.append((t, f))
    hull = np.array(hull)
    i = int(np.argmax(np.diff(hull[:, 0])))
    (left, f_left), (right, f_right) = hull[i], hull[i + 1]
    return left, right, (f_right - f_left) / (right - left), grid[1] - grid[0]


# Pair counting and particle-hole symmetry by enumeration of a 4 x 4 torus
def enumerate_lattice(size):
    """All occupations of a triangular torus: atom number and pair number."""
    sites = size * size
    codes = np.arange(2**sites)[:, None]
    occ = ((codes >> np.arange(sites)) & 1).reshape(-1, size, size)
    pairs = np.zeros(len(occ), dtype=int)
    for shift in ((1, 0), (0, 1), (1, -1)):
        pairs += (occ * np.roll(occ, shift, axis=(1, 2))).sum(axis=(1, 2))
    return occ.sum(axis=(1, 2)), pairs


atoms, pairs = enumerate_lattice(4)
N = 16
for M in range(N + 1):
    chosen = atoms == M
    assert chosen.sum() == comb(N, M)
    random_pairs = z * N / 2 * M * (M - 1) / (N * (N - 1))
    assert abs(pairs[chosen].mean() - random_pairs) < 1e-9
boltzmann = np.exp((w * pairs - z * w / 2 * atoms) / kT)
number_weight = np.bincount(atoms, weights=boltzmann)
assert np.allclose(number_weight, number_weight[::-1], rtol=1e-10)

# Threshold and coexisting coverages from the numerical convex hull
for strength in (2.0, 3.9):
    left, right, _, step = hull_gap(strength)
    assert right - left < 1.5 * step
for strength in (4.1, 5.0, x):
    left, right, _, step = hull_gap(strength)
    low, high = coexisting_coverages(strength)
    assert abs(left - low) < 2 * step and abs(right - high) < 2 * step

# Pressure scale: closed formula against sums over quantum levels
wavelength = const.h / np.sqrt(2 * np.pi * mass * kT_joule)
q_classical = (kT_joule / (const.h * frequency))**3
p0 = degeneracy * kT_joule * np.exp(-epsilon / kT) / (q_classical * wavelength**3)
p_coex = p0 * np.exp(-x / 2)

box = 1e-6
levels = np.arange(1, 1500001, dtype=float)
box_sum = np.exp(-const.h**2 * levels**2 / (8 * mass * box**2 * kT_joule)).sum()
states_per_volume = degeneracy * (box_sum / box)**3
vibration = np.arange(2000)
q_quantum = np.exp(-const.h * frequency * (vibration + 0.5) / kT_joule).sum()**3
left, right, slope, step = hull_gap(x, epsilon / kT + np.log(q_quantum))
p_from_tangent = kT_joule * states_per_volume * np.exp(slope)
assert abs(p_from_tangent / p_coex - 1) < 0.01   # classical vibration: below 1 %
area = quad(lambda t: log_isotherm(t, x) - np.log(p_coex / p0), left, right)[0]
assert abs(area) < 1e-5

# Phase fractions and free-energy gain
theta_low, theta_high = coexisting_coverages(x)
dense_fraction = (mean_coverage - theta_low) / (theta_high - theta_low)
f_uniform = mixing_free_energy(mean_coverage, x)
f_mixture = ((1 - dense_fraction) * mixing_free_energy(theta_low, x)
             + dense_fraction * mixing_free_energy(theta_high, x))
gain = kT * (f_uniform - f_mixture)
assert gain > 0

# Kinetics of a uniform layer: stability and jumps at the spinodal pressures
spin_low = (1 - np.sqrt(1 - 4 / x)) / 2
spin_high = 1 - spin_low
P_up = np.exp(log_isotherm(spin_low, x))
P_down = np.exp(log_isotherm(spin_high, x))


def final_coverage(P, start):
    """Long-time coverage at reduced pressure P = p/p0."""
    def rate(t, y):
        return P * (1 - y) - y * np.exp(-x * y)
    run = solve_ivp(rate, (0, 1e6), [start], method="LSODA", rtol=1e-8, atol=1e-11)
    assert run.success
    return run.y[0, -1]


assert abs(final_coverage(np.exp(-x / 2), 0.49) - theta_low) < 1e-4
assert abs(final_coverage(np.exp(-x / 2), 0.51) - theta_high) < 1e-4
assert final_coverage(0.97 * P_up, 0.001) < spin_low
assert final_coverage(1.03 * P_up, 0.001) > spin_high
assert final_coverage(1.03 * P_down, 0.999) > spin_high
assert final_coverage(0.97 * P_down, 0.999) < spin_low


# Correlations: heat-bath simulation of the full lattice model at coexistence
def neighbour_count(occ):
    total = np.zeros_like(occ)
    for shift in ((1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)):
        total += np.roll(occ, shift, axis=(1, 2))
    return total


def simulate(T, size, replicas, sweeps, discard, seed):
    """Start empty; return coverage after each kept sweep and mean pair number."""
    rng = np.random.default_rng(seed)
    occ = np.zeros((replicas, size, size), dtype=np.int8)
    i, j = np.indices((size, size))
    colour = (i + 2 * j) % 3        # sites of one colour are never neighbours
    n = np.arange(z + 1)
    fill_probability = 1 / (1 + np.exp(-(w * n - z * w / 2) / (k_ev * T)))
    coverage, pair_numbers = [], []
    for sweep in range(sweeps):
        for c in range(3):
            chance = fill_probability[neighbour_count(occ)]
            occ = np.where(colour == c, rng.random(occ.shape) < chance, occ)
            occ = occ.astype(np.int8)
        if sweep >= discard:
            coverage.append(occ.mean())
            pair_numbers.append((occ * neighbour_count(occ)).sum() / 2 / replicas)
    return np.array(coverage), np.mean(pair_numbers)


atoms3, pairs3 = enumerate_lattice(3)
weight3 = np.exp((w * pairs3 - z * w / 2 * atoms3) / (k_ev * hot_temperature))
enumerated_pairs = (weight3 * pairs3).sum() / weight3.sum()
small_coverage, small_pairs = simulate(hot_temperature, 3, 2000, 300, 100, 1)
assert abs(small_pairs / enumerated_pairs - 1) < 0.03    # sampling noise
assert abs(small_coverage.mean() - 0.5) < 0.02

cold_run, _ = simulate(temperature, 96, 1, 2500, 500, 2)
hot_run, _ = simulate(hot_temperature, 96, 1, 2500, 500, 3)
cold_mean, hot_mean = cold_run.mean(), hot_run.mean()
cold_error = cold_run.reshape(20, -1).mean(axis=1).std(ddof=1) / np.sqrt(20)
hot_error = hot_run.reshape(20, -1).mean(axis=1).std(ddof=1) / np.sqrt(20)
x_hot = z * w / (k_ev * hot_temperature)
hot_low, hot_high = coexisting_coverages(x_hot)
assert cold_mean - theta_low > 5 * cold_error and cold_mean < 0.1
assert x_hot > 4 and abs(hot_mean - 0.5) < 0.05

# Sizes of other neglected effects
misfit = spacing / copper_spacing - 1
strain_energy = biaxial_modulus * misfit**2 * site_area * layer_thickness / const.e
p_bulk = p0 * np.exp((epsilon - bulk_binding) / kT)
arrival_rate = p_coex * site_area / np.sqrt(2 * np.pi * mass * kT_joule)
assert P_up * p0 < p_bulk

torr = const.torr
print(f"Neighbours z: {z}")
print(f"Pair attraction w: {w:.2f} eV")
print(f"Binding energy epsilon: {epsilon:.2f} eV")
print(f"Vibration frequency: {frequency / 1e12:.1f} THz")
print(f"Site spacing: {spacing * 1e9:.3f} nm")
print(f"Site area: {site_area * 1e18:.4f} nm^2")
print(f"Free-atom degeneracy g: {degeneracy}")
print(f"Temperature: {temperature:.0f} K")
print(f"kT: {kT:.5f} eV")
print(f"zw: {z * w:.3f} eV")
print(f"4kT: {4 * kT:.4f} eV")
print(f"x = zw/kT: {x:.3f}")
print(f"Mean-field critical temperature: {z * w / (4 * k_ev):.0f} K")
print(f"Thermal wavelength: {wavelength * 1e9:.5f} nm")
print(f"Site partition function q: {q_classical:.2f}")
print(f"Pressure scale p0: {p0 / torr:.3e} Torr")
print(f"Order parameter m: {theta_high - theta_low:.4f}")
print(f"Dilute coverage, mean field: {theta_low:.4f}")
print(f"Dense coverage, mean field: {theta_high:.4f}")
print(f"Hull coverages: {left:.4f} and {right:.4f}")
print(f"Coexistence pressure: {p_coex / torr:.3e} Torr")
print(f"Coexistence pressure: {p_coex:.3e} Pa")
print(f"Pressure from tangent and level sums: {p_from_tangent / torr:.3e} Torr")
print(f"Spinodal coverages: {spin_low:.4f} and {spin_high:.4f}")
print(f"Upper spinodal pressure: {P_up * p0 / torr:.3e} Torr")
print(f"Lower spinodal pressure: {P_down * p0 / torr:.3e} Torr")
print(f"Mean coverage of example: {mean_coverage:.2f}")
print(f"Fraction of surface in dense phase: {dense_fraction:.4f}")
print(f"Free-energy gain per site: {gain:.5f} eV")
print(f"Simulated dilute coverage: {cold_mean:.4f} +/- {cold_error:.4f}")
print(f"Simulated / mean-field dilute coverage: {cold_mean / theta_low:.2f}")
print(f"Hot test temperature: {hot_temperature:.0f} K")
print(f"x at hot temperature: {x_hot:.3f}")
print(f"Mean-field coverages, hot: {hot_low:.4f} and {hot_high:.4f}")
print(f"Simulated coverage, hot: {hot_mean:.3f} +/- {hot_error:.3f}")
print(f"Rough misfit strain: {100 * misfit:.1f} %")
print(f"Rough strain energy per atom: {strain_energy:.3f} eV")
print(f"Rough strain factor on pressure: {np.exp(strain_energy / kT):.1f}")
print(f"Quantum / classical q: {q_quantum / q_classical:.4f}")
print(f"Rough bulk Cu binding used: {bulk_binding:.2f} eV")
print(f"Rough bulk Cu vapour pressure: {p_bulk / torr:.1e} Torr")
print(f"Coexistence / bulk pressure: {p_coex / p_bulk:.3f}")
print(f"Arrivals per site at coexistence: {arrival_rate:.2e} 1/s")
print(f"Time for one arrival per site: {1 / arrival_rate / 3600:.2f} h")
print("OK")
```

Printed output:

```
Neighbours z: 6
Pair attraction w: 0.12 eV
Binding energy epsilon: 3.40 eV
Vibration frequency: 5.0 THz
Site spacing: 0.270 nm
Site area: 0.0631 nm^2
Free-atom degeneracy g: 2
Temperature: 1000 K
kT: 0.08617 eV
zw: 0.720 eV
4kT: 0.3447 eV
x = zw/kT: 8.355
Mean-field critical temperature: 2089 K
Thermal wavelength: 0.00693 nm
Site partition function q: 72.37
Pressure scale p0: 6.310e-08 Torr
Order parameter m: 0.9651
Dilute coverage, mean field: 0.0174
Dense coverage, mean field: 0.9826
Hull coverages: 0.0175 and 0.9825
Coexistence pressure: 9.676e-10 Torr
Coexistence pressure: 1.290e-07 Pa
Pressure from tangent and level sums: 9.746e-10 Torr
Spinodal coverages: 0.1390 and 0.8610
Upper spinodal pressure: 3.189e-09 Torr
Lower spinodal pressure: 2.936e-10 Torr
Mean coverage of example: 0.30
Fraction of surface in dense phase: 0.2928
Free-energy gain per site: 0.02437 eV
Simulated dilute coverage: 0.0245 +/- 0.0001
Simulated / mean-field dilute coverage: 1.41
Hot test temperature: 1500 K
x at hot temperature: 5.570
Mean-field coverages, hot: 0.0947 and 0.9053
Simulated coverage, hot: 0.505 +/- 0.003
Rough misfit strain: 5.5 %
Rough strain energy per atom: 0.064 eV
Rough strain factor on pressure: 2.1
Quantum / classical q: 0.9928
Rough bulk Cu binding used: 3.50 eV
Rough bulk Cu vapour pressure: 2.0e-08 Torr
Coexistence / bulk pressure: 0.049
Arrivals per site at coexistence: 8.51e-05 1/s
Time for one arrival per site: 3.26 h
OK
```
